\section*{Why smooth pseudo-orbitals miss the contact hyperfine constant, and its recovery}

\section{The question}

The magnetic resonance spectrum of a donor or a defect in silicon carries the contact hyperfine constants of the nuclei that its unpaired electron visits. The direct part of each constant is proportional to the density of that electron at the nucleus. A pseudopotential calculation gives the energy of the electron and its orbital between the atoms, but replaces the orbital near each nucleus by a smooth one. Why is the smooth orbital useless at the nucleus when it is so good elsewhere, and how can the true density there be recovered from it?

The answer is worked out for one electron in an $s$ state of a spherical potential, without relativity, with a point nucleus and a frozen core. Hartree atomic units are used, except in the hyperfine constant itself. The orbital is $\psi(r)=u(r)/(\sqrt{4\pi}\,r)$ with $\int_0^\infty u^2dr=1$. Since $u(0)=0$, the ratio $u/r$ tends to $u'(0)$, and
\begin{equation}
|\psi(0)|^2=\frac{u'(0)^2}{4\pi}.
\label{rho}
\end{equation}

\section{Why the density at one point matters}

Let the nucleus be a small current distribution $\mathbf J$ with moment $\mathbf m=\frac12\int\mathbf r\times\mathbf J\,d^3r$, enclosed in a ball of radius $R$. With $\mathbf B=\nabla\times\mathbf A$, the field integrated over the ball is a surface integral:
\begin{align}
\int_{\rm ball}\mathbf B\,d^3r&=\oint\mathbf n\times\mathbf A\,dS\nonumber\\
&=\frac{\mu_0}{4\pi}\int d^3r'\left[\oint\frac{\mathbf n\,dS}{|\mathbf r-\mathbf r'|}\right]\times\mathbf J(\mathbf r').
\end{align}
Only the dipole term $(r'/R^2)\cos\gamma$ of $1/|\mathbf r-\mathbf r'|$ survives in the bracket, where $\gamma$ is the angle between $\mathbf r$ and $\mathbf r'$. The bracket is therefore $4\pi\mathbf r'/3$, and the integral equals $\frac23\mu_0\mathbf m$ for any $R$. Outside the ball the dipole field averages to zero over angles, so a spherical electron density feels only the inner part. As the nucleus shrinks, the electron sees the mean field $\frac23\mu_0\mathbf m|\psi(0)|^2$.

The electron moment is $-g_e\mu_B\mathbf S$ with $g_e>0$, and the nuclear moment is $g_N\mu_N\mathbf I$, with both spins in units of $\hbar$. The energy $-\boldsymbol\mu_e\cdot\mathbf B$ is then $A\,\mathbf S\cdot\mathbf I$, where
\begin{equation}
A=\tfrac23\mu_0g_e\mu_Bg_N\mu_N|\psi(0)|^2 .
\label{A}
\end{equation}
The two minus signs cancel. For $g_N=1$, $A/h$ is $800.2$ MHz times the density in bohr$^{-3}$.

\section{What the smooth orbital loses}

\subsection{The nuclear density measures a force}

The radial equation is $u''=2(V-E)u$. Multiplication by $2u'$ makes both sides derivatives of squares:
\begin{equation}
\frac{d}{dr}(u')^2=2(V-E)\frac{d}{dr}u^2 .
\end{equation}
Integrate from zero to infinity, by parts on the right. The boundary term $(V-E)u^2$ vanishes at both ends, at the nucleus because $u^2\propto r^2$ outweighs $V\propto1/r$. What remains is $-u'(0)^2=-2\int_0^\infty V'u^2dr$, so that
\begin{equation}
|\psi(0)|^2=\frac{1}{2\pi}\left\langle\frac{dV}{dr}\right\rangle .
\label{force}
\end{equation}
The density at the nucleus is the mean inward force on the electron, divided by $2\pi$. The derivation holds equally for a smooth orbital $\tilde u$ in a local pseudopotential $\tilde V$. If the two orbitals and the two potentials agree beyond a radius $r_c$, the densities differ by
\begin{equation}
|\psi(0)|^2-|\tilde\psi(0)|^2=\frac1{2\pi}\int_0^{r_c}\!\left(V'u^2-\tilde V'\tilde u^2\right)dr .
\end{equation}
Near a nucleus of charge $Z$ the true force is $Z/r^2$. A pseudopotential is built to remove this force, and the nuclear density goes with it.

\subsection{The cusp is what smoothing removes}

Put $u=u'(0)(r+br^2+\dots)$ into the radial equation. At $r\to0$ the left side is $2b\,u'(0)$ and the right side is $-2Z\,u'(0)$, so $b=-Z$ and $\psi\simeq\psi(0)(1-Zr)$. This cusp is costly in plane waves. From $\nabla^2r=2/r$ and $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ one has $\nabla^2\nabla^2r=-8\pi\delta(\mathbf r)$, so the transform of $r$ is $-8\pi/k^4$. At large $k$ the orbital therefore has the transform $8\pi Z\psi(0)/k^4$. Waves beyond $K$ contribute to $\psi(0)$ the fraction
\begin{equation}
\frac{1}{2\pi^2}\int_K^\infty k^2\,\frac{8\pi Z}{k^4}\,dk=\frac{4Z}{\pi K},
\label{pw}
\end{equation}
to leading order in $1/K$. For $Z=14$, a loss of one percent in $\psi(0)$, which is two percent in the density, requires $K\approx1780$ bohr$^{-1}$, a kinetic cutoff $K^2/2$ of about $1.6\times10^6$ hartree. Plane waves alone are thus no practical route to the nuclear density of such an atom.

\subsection{Norm conservation leaves the nuclear value free}

Let $u$ be the valence state of a reference atom, with energy $\varepsilon$, and let $r_c$ lie beyond its outermost node, with $u(r_c)>0$. Inside $r_c$ take
\begin{equation}
\tilde u=r\,e^{P},\qquad P=P_3(y)+y^4\,[a+t(1+y)],
\label{ps}
\end{equation}
with $y=r^2/r_c^2-1$. The cubic $P_3$ is the Taylor polynomial of $\ln(u/r)$ in $y$ about $r_c$, where $y=0$. It makes $\tilde u$ join $u$ in value and three derivatives, and the factor $y^4$ leaves this joining intact.

At the nucleus $y=-1$, so $\tilde u'(0)=e^{P_3(-1)+a}$. The number $a$ sets this value, and $t$ does not affect it. Between the nucleus and $r_c$ the function $y^4(1+y)$ is positive, so the norm inside $r_c$ rises steadily with $t$, from zero at $t\to-\infty$ to infinity at $t\to\infty$. For every positive $\tilde u'(0)$ there is one $t$ that gives the true inner norm.

The potential follows by inverting the radial equation. From $\tilde u'/\tilde u=1/r+P'$ one finds $\tilde u''/\tilde u=2P'/r+P''+P'^2$, with primes for $d/dr$, and hence
\begin{equation}
\tilde V=\varepsilon+\frac{P'}{r}+\frac{P''+P'^2}{2}.
\end{equation}
It is finite at the nucleus because $P$ is even in $r$. The orbital $\tilde u$ has no node and is the ground state of $\tilde V$. Energy, tail and inner norm are all correct, while the nuclear value was put in by hand.

\section{Why the true value can be recovered}

\subsection{One amplitude and one energy}

Now put the atom in new surroundings, described by an added potential $W(r)$ that vanishes inside $r_c$. The energy becomes $E=\varepsilon+\Delta$. Inside $r_c$ the true orbital still obeys the atomic equation, and the condition $u(0)=0$ leaves one solution at each energy, up to a factor. The surroundings act on the nuclear density only through this factor and through $E$, and the smooth orbital carries both.

To follow the energy, hold the value at $r_c$ fixed and differentiate $(h-E)u=0$ with respect to $E$, where $h=-\frac12d^2/dr^2+V$. The derivative wave $\dot u$ obeys
\begin{equation}
(h-\varepsilon)\dot u=u,\qquad \dot u(0)=\dot u(r_c)=0 .
\end{equation}
Multiply this by $u$, subtract $\dot u(h-\varepsilon)u=0$, and the potential drops out: $-\frac12(u\dot u''-\dot uu'')=u^2$. The bracket is the derivative of $u\dot u'-\dot uu'$. Integration to $r_c$ gives
\begin{equation}
u(r_c)\,\dot u'(r_c)=-2\int_0^{r_c}u^2dr .
\label{slope}
\end{equation}
The same holds for the smooth pair $\tilde u,\dot{\tilde u}$ in $\tilde V$. Equal inner norms give equal slopes, so $\dot u$ and $\dot{\tilde u}$ join at $r_c$ in value and slope. This is what norm conservation buys. The true and smooth logarithmic derivatives at $r_c$ differ only at order $\Delta^2$, and so do the energies and the shapes of the tails in the new surroundings, for an isolated level.

\subsection{The reconstruction}

Write $\phi_1=u$, $\phi_2=\dot u$ for the stored true waves of the reference atom and $\tilde\phi_1=\tilde u$, $\tilde\phi_2=\dot{\tilde u}$ for the smooth ones. From here on $\tilde u$ denotes the normalized smooth orbital in the new surroundings. Inside $r_c$,
\begin{equation}
\tilde u=\tilde a\,(\tilde\phi_1+\Delta\,\tilde\phi_2)+O(\Delta^2),
\label{exp}
\end{equation}
with an amplitude $\tilde a$. The true orbital with the same tail is $\tilde a(\phi_1+\Delta\phi_2)$, to the same order. The coefficients are read off by projectors dual to the smooth waves, $\int p_i\tilde\phi_j\,dr=\delta_{ij}$:
\begin{equation}
p_i=\sum_j(B^{-1})_{ij}\,w\,\tilde\phi_j,\qquad B_{ij}=\int_0^{r_c}\!w\,\tilde\phi_i\tilde\phi_j\,dr,
\end{equation}
with the window $w=(1-r^2/r_c^2)^2$, set to zero outside. Then $c_i=\int p_i\tilde u\,dr$ gives $c_1=\tilde a$ and $c_2=\tilde a\Delta$, up to order $\Delta^2$. Exchanging each smooth wave for its true partner gives the slope
\begin{equation}
u'_{\rm rec}(0)=\tilde u'(0)+\sum_ic_i\,[\phi_i'(0)-\tilde\phi_i'(0)] .
\label{rec}
\end{equation}
By (\ref{exp}) the smooth slopes cancel up to order $\Delta^2$, whatever value was chosen for them (the size of the $\Delta^2$ term does depend on that choice), and $\tilde a[\phi_1'(0)+\Delta\phi_2'(0)]$ remains.

The exchange also changes the norm. Up to order $\Delta^2$, it goes from one to
\begin{equation}
n=1+\sum_{ij}c_ic_jQ_{ij},\qquad Q_{ij}=\int_0^{r_c}\!(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\,dr .
\label{norm}
\end{equation}
Norm conservation makes $Q_{11}=0$. It was imposed at one energy, however, and $2Q_{12}$ is the rate at which the two inner norms separate as the energy moves. In general it is not zero, and $n-1\simeq2\Delta\,\tilde a^2Q_{12}$ is of first order. The density
\begin{equation}
|\psi(0)|^2=\frac{u'_{\rm rec}(0)^2}{4\pi n}
\label{final}
\end{equation}
has an error of order $\Delta^2$. If $n$ is left out, the error is of first order.

\subsection{What a single pair can do}

With $\phi_1$ and $\tilde\phi_1$ alone, the projection returns $\tilde a(1+\beta\Delta)$, where $\beta=\int w\tilde\phi_1\tilde\phi_2dr/\int w\tilde\phi_1^2dr$. Inserting this in (\ref{rec}), with $n=1$, and dividing by the true density gives the relative error
\begin{equation}
2\Delta\left[\frac{\tilde\phi_2'-\phi_2'}{\phi_1'}+\beta\,\frac{\phi_1'-\tilde\phi_1'}{\phi_1'}+Q_{12}\right]
\label{one}
\end{equation}
to first order, with all slopes at the nucleus. In the last term $\tilde a^2$ has been set to one, its value at $\Delta=0$. The first two terms have opposite signs when $\phi_2'>\tilde\phi_2'$, $\phi_1'>\tilde\phi_1'>0$ and $\beta>0$. They can nearly cancel, but nothing in the construction makes them do so.

\section{Numbers for a model atom}

Take the potential
\begin{equation}
V(r)=-\frac{1+13\,e^{-2r}}{r},
\end{equation}
with nuclear charge 14 and unit charge at large distance. The parameters are round numbers, not a fit to an element. The third $s$ state is the valence state. The radial equation was solved with high-order finite elements out to 22 bohr. The valence energy is $-0.4175$ hartree, and the nodes lie at $0.14$ and $0.63$ bohr, inside the chosen $r_c=2$ bohr. The inner norm is $0.520$.

\subsection{The failure}

The true slope is $u'(0)=7.802$ bohr$^{-3/2}$, which gives $|\psi(0)|^2=7.802^2/4\pi=4.844$ bohr$^{-3}$. Of the force integral in (\ref{force}), 87 percent comes from $r<0.2$ bohr, a region that the smooth potential has altered completely.

Three smooth orbitals were built from (\ref{ps}), with $\tilde u/r$ at the nucleus equal to 1, 1.5 and 2 times its value at $r_c$. Their nuclear densities are $0.0092$, $0.0206$ and $0.0366$ bohr$^{-3}$. They span a factor of four, as the choice dictates, and the middle one is 235 times too small. One could prescribe the true value, but $u(r_c)/r_c$ is only $0.339$ bohr$^{-3/2}$. The orbital would have to rise by a factor of 23 towards the nucleus. That takes a much deeper potential and more plane waves, and a value fixed in the reference atom need not follow the true one in new surroundings.

The true and smooth orbitals also differ sharply in their need for plane waves. With waves up to $K=10$ bohr$^{-1}$, the middle smooth orbital has its central value to $0.2$ percent. The true orbital misses 110 percent of $\psi(0)$: the truncated sum even has the wrong sign. At $K=200$ bohr$^{-1}$ it still misses $8.9$ percent, in agreement with (\ref{pw}).

\subsection{The recovery}

Let the surroundings squeeze the atom by $W=0.1\,(r-r_c)^2$ hartree outside $r_c$, with lengths in bohr. The all-electron energy rises by $\Delta=0.0363$ hartree, and a direct all-electron solution gives $|\psi(0)|^2=5.811$ bohr$^{-3}$, 20 percent above the reference atom. This is the value to be recovered.

For the middle smooth orbital, the calculation in the same surroundings gives $\tilde u'(0)=0.56568$ bohr$^{-3/2}$, $c_1=1.04874$ and $c_2=0.03987$ hartree. The stored slopes are $\phi_1'=7.80236$ and $\tilde\phi_1'=0.50890$ bohr$^{-3/2}$, and $\phi_2'=8.82133$ and $\tilde\phi_2'=0.80077$ bohr$^{-3/2}$ hartree$^{-1}$. Equation (\ref{rec}) becomes
\begin{align}
u'_{\rm rec}(0)&=0.56568+1.04874\times7.29346+0.03987\times8.02056\nonumber\\
&=0.5657+7.6489+0.3198\nonumber\\
&=8.5344\ \text{bohr}^{-3/2}.
\end{align}
The smooth orbital supplies 7 percent of the slope directly, and the stored waves supply the rest. With $Q_{12}=-0.030641$ hartree$^{-1}$ and $Q_{22}=-0.071412$ hartree$^{-2}$, the norm is $n=1-0.002562-0.000114=0.997324$, and
\begin{equation}
|\psi(0)|^2=\frac{8.5344^2}{4\pi\times0.997324}=5.812\ \text{bohr}^{-3}.
\end{equation}
This exceeds the direct result by $0.015$ percent. Without $n$ it would be $0.25$ percent too low. For $g_N=1$ the hyperfine constant is about $4650$ MHz, from the direct solution and from the reconstruction alike. The raw smooth orbital gives $20$ MHz.

The coefficients also show why squeezing raises the density. The larger amplitude at $r_c$ contributes $c_1^2=1.10$. The change of shape with energy, taken at fixed amplitude at $r_c$, contributes $[1+(c_2/c_1)(\phi_2'/\phi_1')]^2=1.09$. Their product accounts for the 20 percent.

\subsection{Reading the errors}

A simpler remedy would multiply the smooth density by the atomic ratio 235. In the squeezed atom the ratio is 228, so this remedy errs by 3 percent. The cause is the different energy response of the two orbitals at the nucleus: $\phi_2'/\phi_1'=1.13$ hartree$^{-1}$ against $\tilde\phi_2'/\tilde\phi_1'=1.57$ hartree$^{-1}$. Twice the difference times $\Delta$ is $0.032$, and the first-order norm correction, $2\Delta Q_{12}=-0.002$, lowers this to $0.030$.

The reconstruction with one pair gives relative errors of $-0.43$, $+0.05$ and $+0.54$ percent for the three smooth orbitals. The sign change shows that the small middle value is a near cancellation in (\ref{one}), not a sign of better physics. With two pairs the errors are $0.005$, $0.015$ and $0.025$ percent, so within this range the arbitrary central value has almost dropped out.

Weaker squeezing of the middle case shows the orders. When $\Delta$ falls from $0.0186$ to $0.0106$ hartree, the two-pair error falls from $0.0044$ to $0.0015$ percent. This corresponds to a power of $1.9$, close to the expected 2. The one-pair error falls from $0.033$ to $0.021$ percent, a power of $0.83$. It lies below 1 because the first-order term is nearly cancelled, and a second-order term of opposite sign is still visible beside it.

\section{From the model to a defect, and where it fails}

In a crystal the orbital around a given nucleus is not spherical. If the potential inside $r_c$ is spherical, each angular component obeys its own radial equation there, and only the $s$ component reaches the nucleus. Equation (\ref{rec}) then applies to that component, provided the smooth calculation treats every angular component correctly. The potential $\tilde V$ above was built for $s$ waves only, so the other components need pseudopotentials of their own. Equation (\ref{rec}) is linear, so a donor orbital spread over many atoms merely has small coefficients $c_i$ at each site; the ratio $c_2/c_1$ still gives the local energy shift to first order, which is useful only while that shift is small. The norm (\ref{norm}) acquires a sum over sites and angular components.

A constant potential $v_0$ inside $r_c$ does no harm either, as long as $E-v_0$ stays close to $\varepsilon$. It replaces $E$ by $E-v_0$ in the inner equation, and $c_2$ adjusts to it. A potential that varies inside $r_c$ changes the shape of the inner solution in a way that the stored pairs need not contain. The error also grows with the energy shift, at first as $\Delta^2$. A level in the gap of silicon lies above the $p$-like valence band, so its distance from a $3s$ reference energy is of the order of the atomic $3s$--$3p$ spacing, about $0.25$ hartree, several times the shift used above. Squeezing the model atom to $\Delta=0.18$ and $0.29$ hartree gives two-pair errors of $0.2$ and $0.5$ percent for the middle smooth orbital, while $c_2/c_1$ reads $0.23$ and $0.45$ hartree and no longer measures the shift.

Two effects lie outside the frozen, non-relativistic core. Through exchange, the unpaired electron repels the two spins of each core $s$ shell differently and so leaves a net spin density at the nucleus. This matters most when the unpaired orbital has little $s$ character, since the direct term is then small. It requires the core orbitals to respond, which a reconstruction of the valence orbital cannot supply. For heavy nuclei, relativity changes both the orbital near the nucleus and the contact law (\ref{A}), so the stored waves and the operator must then be replaced together.
